# The interface potential step as a first moment of charge

**Q:** I am told that the potential step across a metal-semiconductor contact is the first moment of the planar-averaged charge density, wherever the origin is placed. I doubt it already at the first word. The potential near an interface varies in three dimensions. Why should a function of one coordinate suffice?

**A:** Because Poisson's equation is linear and the lateral part averages out. Let $z$ be normal to the interface, pointing from metal to semiconductor, and let $n(x,y,z)$ be the total charge density: nuclei and all electrons. The potential $\varphi$ obeys

$$\left(\partial_x^2+\partial_y^2+\partial_z^2\right)\varphi=-\frac{n}{\varepsilon_0}.$$

Assume that the junction is periodic in the plane, with a cell of area $A$ common to both crystals. Integrate over the cell and divide by $A$. The term $\int\partial_x^2\varphi\,dx$ is the difference of $\partial_x\varphi$ between opposite cell edges, which periodicity makes zero. The $y$ term vanishes likewise. With $\phi$ and $\rho$ the averages of $\varphi$ and $n$ over the cell,

$$\phi''(z)=-\frac{\rho(z)}{\varepsilon_0}.$$

Lateral structure is still present in $\varphi$, but it does not enter $\phi$.

**Q:** Then $\rho$ is your planar-averaged density. But it is not zero inside a crystal. It is positive at the atomic planes and negative between them, all the way into the bulk. Its first moment does not converge.

**A:** That objection is right, and the statement has to be corrected. "Neutral bulk" means that $\rho$ averages to zero over a period, not that it vanishes. We must remove the bulk oscillation before taking a moment.

Let the periods along $z$ be $d_m$ in the metal and $d_s$ in the semiconductor. Define a box $w_d(u)=1/d$ for $|u|<d/2$ and zero elsewhere, and let $w=w_{d_m}*w_{d_s}$ be the convolution of the two boxes. This $w$ is even and has unit area. The macroscopic averages are

$$R(z)=\int w(u)\,\rho(z-u)\,du,\qquad \Phi(z)=\int w(u)\,\phi(z-u)\,du.$$

Deep in the metal, the box of width $d_m$ replaces a periodic function by its mean, and the other box leaves that constant alone. In the semiconductor the boxes exchange roles, which is allowed because convolutions commute. So $R=0$ in both bulks, as soon as $z$ is farther than $(d_m+d_s)/2$ from the disturbed region. Differentiation with respect to $z$ passes through the integral over $u$, hence

$$\Phi''(z)=-\frac{R(z)}{\varepsilon_0}.$$

**Q:** Does the filter not change the step you are trying to find?

**A:** Not if the bulks carry no macroscopic field. In a bulk, $\phi''$ is periodic with zero mean, so $\phi'$ is periodic. If the mean of $\phi'$ is also zero, $\phi$ itself is periodic, and $\Phi$ is its mean over one period. That mean belongs to the crystal and not to the filter: boxes whose widths are integer multiples of the periods give the same value. The quantity we seek is the difference between these two mean potentials.

**Q:** Fine. Now derive the moment, and keep the boundary terms. I suspect that they are where the origin hides.

**A:** They are. Take a window $[a,b]$ and an arbitrary origin $z_0$. The product rule gives

$$\frac{d}{dz}\left[(z-z_0)\Phi'\right]=\Phi'+(z-z_0)\Phi''.$$

Integrate from $a$ to $b$ and solve for the integral of $\Phi'$:

$$\Phi(b)-\Phi(a)=\left[(z-z_0)\Phi'\right]_a^b-\int_a^b(z-z_0)\Phi''\,dz.$$

Insert $\Phi'=-E$, where $E$ is the macroscopic field along $z$, and $\Phi''=-R/\varepsilon_0$:

$$\Phi(b)-\Phi(a)=-(b-z_0)E(b)+(a-z_0)E(a)+\frac{1}{\varepsilon_0}\int_a^b(z-z_0)R\,dz.\tag{1}$$

This holds for any window. If both ends lie in field-free bulk, the first two terms vanish:

$$\boxed{\;\Phi(b)-\Phi(a)=\frac{1}{\varepsilon_0}\int_a^b(z-z_0)\,R(z)\,dz\;}\tag{2}$$

Since $R=0$ beyond the window, the limits may be moved to $\pm\infty$. If screening leaves a gradual tail instead, the boundary terms vanish in this limit when $zE(z)\to0$ on both sides. For the step to be finite, the integral of $E$ must also converge. An exponential tail satisfies both conditions. So do the Friedel oscillations of a metal, whose density and field fall off as $1/z^2$ while oscillating. Their period is in general not that of the lattice, so the filter does not remove them: $R$ then vanishes only asymptotically, and the moment over a finite window keeps a small oscillation and a small dependence on the origin.

The sign can be checked with two sheets, $-\sigma$ at $z=0$ and $+\sigma$ at $z=l$. The moment is $\sigma l$. The field between them points from the positive to the negative sheet, so $E=-\sigma/\varepsilon_0$ and the potential rises by $\sigma l/\varepsilon_0$ toward positive $z$, as (2) says. The electron energy changes by $-e$ times this step.

**Q:** The left side of (2) does not contain $z_0$ and the right side does. What guarantees that the dependence drops out?

**A:** Charge neutrality, which was not an extra assumption. Integrating $\Phi''=-R/\varepsilon_0$ once gives Gauss's law,

$$E(b)-E(a)=\frac{Q}{\varepsilon_0},\qquad Q=\int_a^bR\,dz.$$

With both fields zero, $Q=0$. Moving the origin from $z_0$ to $z_0+s$ changes the moment by

$$\int_a^b(z-z_0-s)R\,dz-\int_a^b(z-z_0)R\,dz=-sQ=0.$$

Neutrality alone is weaker than zero field. If the same field $E$ exists at both ends, then $Q=0$ and the moment is still independent of the origin, but (1) becomes

$$\Phi(b)-\Phi(a)=-(b-a)E+\frac{1}{\varepsilon_0}\int_a^b(z-z_0)R\,dz.$$

The potential difference now changes linearly with the length of the window, and there is no single step between two flat levels.

**Q:** You derived all this from a one-dimensional equation. I would like to see point charges and Coulomb's law give the same number.

**A:** Take a square lattice of cell edge 3.0 Å. Each cell holds $+0.20\,e$ at height 0.4 Å, $-0.15\,e$ at $-0.3$ Å and $-0.05\,e$ at 0.8 Å, at different lateral positions. The charge sums to zero. The moment per cell is

$$0.20(0.4)+(-0.15)(-0.3)+(-0.05)(0.8)=0.085\ e\,\text{Å}.$$

With $e/\varepsilon_0=180.951$ V Å and area 9.0 Å², the predicted step is $180.951\times0.085/9.0=1.709$ V.

The direct sum of $1/r$ potentials must stop at a finite disc of radius $r_0$, so we need the size of that error. On the axis of a uniform disc of areal charge $\sigma$, at distance $t$, the potential is $(\sigma/2\varepsilon_0)(\sqrt{r_0^2+t^2}-|t|)$. For charge at height $p$ and observers at $\pm h$, the upper minus the lower potential is

$$\frac{\sigma}{2\varepsilon_0}\left[2p+\sqrt{r_0^2+(h-p)^2}-\sqrt{r_0^2+(h+p)^2}\right]\simeq\frac{\sigma p}{\varepsilon_0}\left(1-\frac{h}{r_0}\right),$$

because the roots differ by $-4hp/(2r_0)$ to leading order in $1/r_0$. With $h=9.0$ Å and a radius of 200 cells, or 600 Å, the step should be low by 1.5%. The sum gives 1.683 V. Doubling the radius halves the deficit and gives 1.696 V. Twice the second value minus the first removes the $1/r_0$ term and leaves 1.709 V, in agreement with the moment.

**Q:** That layer had vacuum on both sides. Show me two crystals, where the filter has something to do.

**A:** Use a model with round parameters. Every atomic plane is a positive Gaussian sheet of areal charge $\nu$ and width $s_i$, plus a negative one of equal charge and larger width $s_e$. On the metal side, $d_m=2.0$ Å, $\nu=0.20\ e/\text{Å}^2$, $s_i=0.3$ Å and $s_e=0.7$ Å. On the semiconductor side, $d_s=3.0$ Å, $\nu=0.30\ e/\text{Å}^2$, $s_i=0.3$ Å and $s_e=0.8$ Å. In addition, electrons of charge density $0.002\ e/\text{Å}^2$ move from semiconductor to metal over 2.0 Å, leaving the semiconductor side positive.

The potential was built by adding the Coulomb potentials of all sheets, and then averaged. Its step is 2.081 V. The first moment of the averaged density, divided by $\varepsilon_0$, is 2.081 V with the origin at 0, at 25 Å and at $-1000$ Å. Doubling both box widths leaves it at 2.081 V. The electron energy is lower on the semiconductor side by 2.081 eV.

**Q:** Wait. The transferred charge gives $180.951\times0.002\times2.0=0.724$ V. Every other object in your model is a neutral, symmetric plane with no dipole. Where do the remaining 1.357 V come from?

**A:** From the second moments of those planes. A neutral plane without a dipole has no potential far away, but it has one inside itself. Let $\rho_1$ be its density and $\phi_1$ its potential, with $\phi_1$ and $\phi_1'$ vanishing outside. In a stack of spacing $d$, the mean potential over one period collects the contributions of all planes, which together cover the whole axis of a single plane:

$$\bar\phi=\frac1d\int_{-\infty}^{\infty}\phi_1\,dz.$$

Integrate by parts twice. The boundary terms $z\phi_1$ and $z^2\phi_1'/2$ vanish, so

$$\int\phi_1\,dz=-\int z\,\phi_1'\,dz=\int\frac{z^2}{2}\phi_1''\,dz=-\frac{1}{2\varepsilon_0}\int z^2\rho_1\,dz.$$

Therefore

$$\bar\phi=-\frac{1}{2\varepsilon_0d}\int z^2\rho_1\,dz=\frac{\nu\,(s_e^2-s_i^2)}{2\varepsilon_0d},\tag{3}$$

where the last form uses the variance $s^2$ of each Gaussian. The zero of $\bar\phi$ is the field-free vacuum next to the stack. The value is positive because the electrons are spread more widely than the positive charge, so the inside of each plane is at positive potential.

For the metal,

$$\bar\phi_m=\frac{180.951\times0.20\times(0.49-0.09)}{2\times2.0}=3.619\ \text{V},$$

and for the semiconductor,

$$\bar\phi_s=\frac{180.951\times0.30\times(0.64-0.09)}{2\times3.0}=4.976\ \text{V}.$$

By superposition the step is

$$\bar\phi_s-\bar\phi_m+0.724\ \text{V}=1.357\ \text{V}+0.724\ \text{V}=2.081\ \text{V}.$$

**Q:** So the moment of the averaged density is not the dipole made by charge transfer.

**A:** It is the whole step, and in this model charge transfer supplies about a third of it. The bulk terms enter $R$ because the filter, acting where one stack ends and the other begins, turns the unequal second moments per unit length, $\int z^2\rho_1\,dz/d$, into a dipole. Formula (2) applied to one stack with vacuum on its left shows the same thing: the averaged density at that surface must have a first moment equal to $\varepsilon_0\bar\phi$, although no plane has a dipole. With the vacuum on the right the sign is reversed.

To speak of charge transfer, one must choose a reference density $\rho_{\rm ref}$, here the undisturbed planes, and write $\rho=\rho_{\rm ref}+\Delta\rho$. If $\Delta\rho$ is neutral and confined to the interface, linearity gives

$$\text{step}=\text{step}_{\rm ref}+\frac{1}{\varepsilon_0}\int z\,\Delta\rho\,dz.$$

No filter is needed in the last term. Averaging a confined density changes its moment to

$$\iint(z'+u)\,w(u)\,\Delta\rho(z')\,du\,dz'=\int z'\,\Delta\rho(z')\,dz',$$

since $w$ has unit area and, being even, zero first moment. Another choice of reference shifts an amount from one term to the other. The sum is fixed by the real density, the separate terms are not.

**Q:** Could I avoid the filter altogether by cutting the raw density where the window is neutral? Then the origin drops out.

**A:** The origin drops out, but the answer is a different quantity. Equation (1) was derived from Poisson's equation alone, so it also holds for the raw $\rho$ and $\phi$. If the raw field vanishes at both cuts, the raw moment equals $\varepsilon_0[\phi(b)-\phi(a)]$, a difference between two local values of an oscillating potential.

In the model, symmetry makes the field vanish both midway between planes and at plane centres. Both kinds of window are neutral. Cuts between planes give about 0.01 V, and cuts through planes give 5.75 V. Neither is the step of 2.08 V between the mean potentials. Subtracting the 0.72 V of charge transfer shows what the cuts sampled. Relative to the adjacent vacuum, the semiconductor potential lies about 0.72 V below that of the metal at the midplanes, and about 5.02 V above it at the plane centres. The near cancellation in the first window is an accident of these parameters.

**Q:** Real semiconductors have a depletion layer. Where is the "neutral bulk" then?

**A:** Beyond the depletion layer. A window from metal bulk to semiconductor bulk contains the space charge, and its moment includes the band bending. Consider a continuum model: metal surface at $z=-g$, a gap up to $z=0$, and fully ionized donors of density $N$ in $0<z<w_d$, with relative permittivity $\varepsilon_r$ and an abrupt edge. The metal carries $-eNw_d$ per area. From the free charge, the displacement field is

$$D=-eNw_d\ \text{ in the gap},\qquad D=-eN(w_d-z)\ \text{ for }0<z<w_d.$$

The field is $D/\varepsilon_0$ in the gap and $D/(\varepsilon_0\varepsilon_r)$ in the semiconductor. Integrating $-E$ gives

$$\text{step}=\frac{eNw_dg}{\varepsilon_0}+\frac{eNw_d^2}{2\varepsilon_0\varepsilon_r}.\tag{4}$$

**Q:** The first moment of your charges is $eNw_dg+eNw_d^2/2$. There is no $\varepsilon_r$ in it. Formula (2) fails.

**A:** You took the moment of the free charge. Poisson's equation with $\varepsilon_0$ requires the total charge, so the bound charge must be added. The polarization in the semiconductor is $P=D-\varepsilon_0E=D(1-1/\varepsilon_r)$. Its volume charge is

$$-\frac{dP}{dz}=-eN\left(1-\frac1{\varepsilon_r}\right),$$

which reduces the donor charge to $eN/\varepsilon_r$. At the surface $z=0$, $P$ jumps from zero to $-eNw_d(1-1/\varepsilon_r)$, and minus this jump is a bound sheet $+eNw_d(1-1/\varepsilon_r)$. The total charge is

$$-eNw_d+eNw_d\left(1-\frac1{\varepsilon_r}\right)+\frac{eNw_d}{\varepsilon_r}=0.$$

Taken about $z=0$, the metal sheet contributes $(-eNw_d)(-g)$, the bound sheet nothing, and the volume charge $eNw_d^2/(2\varepsilon_r)$. Division by $\varepsilon_0$ reproduces (4).

For $N=10^{18}$ cm⁻³, $\varepsilon_r=12$, $w_d=30$ nm and $g=0.2$ nm, the gap contributes 0.109 V and the depletion layer 0.679 V. Their sum, 0.787 V, is obtained both from the field and from the moment of the total charge. The free charge alone would make the depletion part twelve times too large.

**Q:** Suppose that my atomistic calculation is too small to reach 30 nm, and that I stop inside the depletion layer.

**A:** Then $E(b)\neq0$, the window is charged, and (2) no longer applies. Equation (1) still does. With $E(a)=0$ in the metal, the choice $z_0=b$ removes the remaining boundary term:

$$\Phi(b)-\Phi(a)=\frac1{\varepsilon_0}\int_a^b(z-b)R\,dz.$$

For $b=10$ nm the net charge is $-eN(w_d-b)/\varepsilon_r=-0.267$ mC/m². The field integral gives 0.486 V, and so does the moment about $b$. The moment about the semiconductor surface gives 0.184 V. The difference of 0.302 V is the omitted term $-bE(b)=eN(w_d-b)b/(\varepsilon_0\varepsilon_r)$.

With the origin kept at the semiconductor surface, the same term tells when a short window is harmless. For $b\ll w_d$ it is about $eNw_db/(\varepsilon_0\varepsilon_r)$, which is the fraction $2b/w_d$ of the full band bending. A window of a few atomic layers in a lightly doped sample can therefore isolate the step at the contact itself, provided that this fraction of the bending is small on the scale of interest and that the window still contains all the charge of the contact itself, including its broadening by the filter. Light doping makes the term small in volts, not relative to the gap step of model (4), which shrinks with it: their ratio is $b/(\varepsilon_r g)$, about 0.4 for $b=1$ nm, $\varepsilon_r=12$ and $g=0.2$ nm at any doping. The origin must stay near the contact, because for a general origin the omitted term is $-(b-z_0)E(b)$.

**Q:** And once I have that local step, do I have the Schottky barrier?

**A:** Not yet. Write $U=-e\Phi$ for the mean electrostatic energy of an electron on each side, close to the contact. With conduction-band edge $E_c$ and Fermi energy $E_F$, the $n$-type barrier is

$$E_c-E_F=(E_c-U_s)-(E_F-U_m)+(U_s-U_m).$$

The first two brackets are bulk properties, each referred to its own mean potential. The last is $-e$ times the local step. At fixed bulk properties, a rise of the local step lowers this barrier by the same number of electronvolts. This refers to the net step, after all charge has responded, and not to a dipole added from outside. In model (4), alignment of the Fermi levels fixes the total step, so a small added dipole $\delta$ shrinks $w_d$ and with it the gap term. The local step then changes by $\delta\,(w_d/\varepsilon_r)/(g+w_d/\varepsilon_r)$, or $0.93\,\delta$ for the values above. States at a real interface can screen an added dipole much more strongly, which is Fermi-level pinning. The formula also gives the band-edge offset at the contact only. A carrier crossing it sees a barrier reduced by the image force, by about $\sqrt{e|E|/(4\pi\varepsilon_0\varepsilon_r)}\approx0.07$ V at the surface field of 0.45 MV/cm in the example above. The bulk brackets must use the same period-mean potential as the step. If the step is read instead from raw cuts, such as those giving 0.01 V and 5.75 V above, the references no longer match. The numerical output lists the values for all three models.

## Computed results

```
e/eps0 = 180.951 V angstrom
A. Crystalline interface
metal: plane spacing = 2.0 angstrom
metal: charge per plane = 0.20 e/angstrom^2
metal: ion width = 0.3 angstrom
metal: electron width = 0.7 angstrom
semiconductor: plane spacing = 3.0 angstrom
semiconductor: charge per plane = 0.30 e/angstrom^2
semiconductor: ion width = 0.3 angstrom
semiconductor: electron width = 0.8 angstrom
transferred charge = 0.002 e/angstrom^2
transfer distance = 2.0 angstrom
transfer Gaussian width = 0.5 angstrom
metal mean potential above vacuum = 3.6190 V
semiconductor mean potential above vacuum = 4.9762 V
bulk-term difference = 1.3571 V
charge-transfer step = 0.7238 V
step from averaged potential = 2.0809 V
moment/eps0, origin 0 angstrom = 2.0809 V
moment/eps0, origin 25 angstrom = 2.0809 V
moment/eps0, origin -1000 angstrom = 2.0809 V
moment/eps0, doubled filter widths = 2.0809 V
electron energy step = -2.0809 eV
raw moment/eps0, cuts between planes = 0.006 V
raw moment/eps0, cuts through planes = 5.747 V
B. Lattice of point charges
square cell edge = 3.0 angstrom
charge +0.20 e at (0.0, 0.0, 0.4) angstrom
charge -0.15 e at (1.0, 0.5, -0.3) angstrom
charge -0.05 e at (2.0, 1.5, 0.8) angstrom
observation heights = +/-9.0 angstrom
Coulomb sum, disc radius 200 cells = 1.6833 V
Coulomb sum, disc radius 400 cells = 1.6962 V
Coulomb sum, extrapolated = 1.7090 V
moment/eps0 = 1.7090 V
C. Schottky contact
donor density = 1.0e+18 cm^-3
relative permittivity = 12
depletion width = 30 nm
gap = 0.2 nm
gap step = 0.1086 V
depletion step = 0.6786 V
total step from field = 0.7871 V
total-charge moment/eps0 = 0.7871 V
window end inside depletion layer = 10 nm
net charge in window = -0.2670 mC/m^2
potential difference to window end = 0.4856 V
moment/eps0, origin at window end = 0.4856 V
moment/eps0, origin at surface = 0.1840 V
```
